# Electroosmotic flow in a slit four Debye lengths wide: test program

```python
"""Electroosmotic flow through a plane slit of width four Debye lengths.

Result under test (small zeta potential):
    U = u_slip * (1 - tanh(K)/K),   u_slip = -eps*zeta*E/eta,   K = h/lam
    error of the slip formula relative to the true flow = tanh(K)/(K - tanh(K))
Symbols: h half width, lam Debye length of the reservoir, zeta wall potential,
E field along the slit, eps permittivity, eta viscosity, U mean velocity.
At finite zeta the mean potential follows from quadratures of the first
integral of the nonlinear Poisson-Boltzmann equation.
The independent side solves for the potential by finite differences and
integrates electric force -> shear stress -> velocity.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

rel_perm, eta, temp, conc, field = 78.0, 0.90e-3, 298.0, 1.0, 1.0e4
zeta_main = -0.020
eps = rel_perm * const.epsilon_0
faraday = const.e * const.N_A
v_th = const.k * temp / const.e
lam = np.sqrt(eps * v_th / (2 * faraday * conc))


def trapezoid_mean(values):
    return (values.sum() - 0.5 * (values[0] + values[-1])) / (len(values) - 1)


def numerical_slit(zeta, half_width, linear, n=4000):
    """Potential and velocity on a grid from midplane (0) to wall (n)."""
    d = half_width / n

    def charge(psi):
        if linear:
            return -2 * faraday * conc * psi / v_th
        return -2 * faraday * conc * np.sinh(psi / v_th)

    def charge_slope(psi):
        if linear:
            return -2 * faraday * conc / v_th * np.ones_like(psi)
        return -2 * faraday * conc / v_th * np.cosh(psi / v_th)

    psi = np.full(n + 1, float(zeta))
    converged = False
    for _ in range(60):
        inner = psi[:-1]
        left = np.concatenate(([psi[1]], psi[:-2]))   # mirror at midplane
        residual = left - 2 * inner + psi[1:] + d**2 * charge(inner) / eps
        bands = np.zeros((3, n))
        bands[0, 1:] = 1.0
        bands[0, 1] = 2.0
        bands[1] = -2.0 + d**2 * charge_slope(inner) / eps
        bands[2, :-1] = 1.0
        step = solve_banded((1, 1), bands, -residual)
        psi[:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            converged = True
            break
    assert converged
    stress = -field * cumulative_trapezoid(charge(psi), dx=d, initial=0)
    rise = cumulative_trapezoid(stress / eta, dx=d, initial=0)
    return psi, rise - rise[-1]                       # no slip at wall


def slip_velocity(zeta):
    return -eps * zeta * field / eta


def quadrature_ratio(zeta, K):
    """U/u_slip and midplane potential/zeta from the first integral."""
    wall = abs(zeta) / v_th

    def weight(s, mid):
        return s / np.sqrt(np.sinh(mid + s * s / 2) * np.sinh(s * s / 2))

    def distance(mid):
        return quad(weight, 0, np.sqrt(wall - mid), args=(mid,),
                    epsabs=1e-11, epsrel=1e-10, limit=200)[0]

    mid = brentq(lambda m: distance(m) - K, 1e-3 * wall, wall * (1 - 1e-6),
                 xtol=1e-12)
    area = quad(lambda s: (mid + s * s) * weight(s, mid), 0,
                np.sqrt(wall - mid), epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return 1 - area / K / wall, mid / wall


K = 2.0
h = K * lam
u_slip = slip_velocity(zeta_main)
ratio_mean = 1 - np.tanh(K) / K
ratio_mid = 1 - 1 / np.cosh(K)
error_true = np.tanh(K) / (K - np.tanh(K))

# Linear theory against the numerical force balance
psi_lin, u_lin = numerical_slit(zeta_main, h, linear=True)
U_num = trapezoid_mean(u_lin)
y = np.linspace(0, h, len(u_lin))
profile = u_slip * (1 - np.cosh(y / lam) / np.cosh(K))
assert np.max(np.abs(u_lin - profile)) < 1e-5 * abs(u_slip)
assert abs(U_num / u_slip - ratio_mean) < 1e-5
assert abs(u_lin[0] / u_slip - ratio_mid) < 1e-5
assert abs((u_slip - U_num) / U_num - error_true) < 1e-4
assert np.max(u_lin / u_slip) < 1

# Width needed for a chosen error, tested on the numerical flow at 5 percent
width_5 = 2 * (1 + 1 / 0.05)
width_1 = 2 * (1 + 1 / 0.01)
_, u_wide = numerical_slit(zeta_main, width_5 / 2 * lam, linear=True)
U_wide = trapezoid_mean(u_wide)
error_wide = (u_slip - U_wide) / U_wide
assert abs(error_wide - 0.05) < 1e-4

# Finite zeta: quadratures against the numerical force balance
rows = []
for zeta in (-0.020, -0.050, -0.100):
    ratio, mid_ratio = quadrature_ratio(zeta, K)
    psi, u = numerical_slit(zeta, h, linear=False)
    us = slip_velocity(zeta)
    assert abs(trapezoid_mean(u) / us - ratio) < 2e-5
    assert abs(psi[0] / zeta - mid_ratio) < 2e-5
    assert np.max(np.abs(u + eps * field / eta * (zeta - psi))) < 2e-5 * us
    linear_psi = zeta * np.cosh(y / lam) / np.cosh(K)
    assert np.all(np.abs(psi[:-1]) < np.abs(linear_psi[:-1]))
    rows.append((zeta, us, ratio, mid_ratio, 1 / ratio - 1))
errors = [error_true] + [r[4] for r in rows]
assert all(a > b for a, b in zip(errors, errors[1:]))

print("INPUTS")
print(f"relative permittivity            {rel_perm:.0f}")
print(f"viscosity                        {eta*1e3:.2f} mPa s")
print(f"temperature                      {temp:.0f} K")
print(f"salt concentration               {conc:.1f} mol/m^3")
print(f"field along slit                 {field/1e3:.0f} kV/m")
print(f"zeta potential                   {zeta_main*1e3:.0f} mV")
print("LINEAR THEORY, K = h/lam")
print(f"K                                {K:.1f}")
print(f"thermal voltage kT/e             {v_th*1e3:.2f} mV")
print(f"e|zeta|/kT                       {abs(zeta_main)/v_th:.3f}")
print(f"Debye length                     {lam*1e9:.2f} nm")
print(f"slit width                       {2*h*1e9:.1f} nm")
print(f"tanh K                           {np.tanh(K):.4f}")
print(f"cosh K                           {np.cosh(K):.4f}")
print(f"mean potential / zeta            {np.tanh(K)/K:.4f}")
print(f"mean velocity / slip velocity    {ratio_mean:.4f}")
print(f"same, numerical force balance    {U_num/u_slip:.4f}")
print(f"midplane velocity / slip vel.    {ratio_mid:.4f}")
print(f"slip velocity                    {u_slip*1e6:.1f} um/s")
print(f"midplane velocity                {u_slip*ratio_mid*1e6:.1f} um/s")
print(f"mean velocity                    {u_slip*ratio_mean*1e6:.1f} um/s")
print(f"flow per breadth, true           {2*h*u_slip*ratio_mean*1e12:.2f} um^2/s")
print(f"flow per breadth, slip formula   {2*h*u_slip*1e12:.2f} um^2/s")
print(f"slip error relative to true flow {100*error_true:.1f} %")
print(f"shortfall relative to slip flow  {100*(1-ratio_mean):.1f} %")
print(f"width for 5 % error              {width_5:.0f} Debye lengths")
print(f"numerical error at that width    {100*error_wide:.2f} %")
print(f"width for 1 % error              {width_1:.0f} Debye lengths")
print(f"width for 5 % error, here        {width_5*lam*1e9:.0f} nm")
print(f"width for 1 % error, here        {width_1*lam*1e6:.2f} um")
print("NONLINEAR POISSON-BOLTZMANN, same K")
for zeta, us, ratio, mid_ratio, err in rows:
    print(f"zeta = {zeta*1e3:.0f} mV: e|zeta|/kT {abs(zeta)/v_th:.3f}")
    print(f"  midplane potential / zeta      {mid_ratio:.4f}")
    print(f"  mean velocity / slip velocity  {ratio:.4f}")
    print(f"  slip velocity                  {us*1e6:.1f} um/s")
    print(f"  mean velocity                  {us*ratio*1e6:.1f} um/s")
    print(f"  slip error rel. to true flow   {100*err:.1f} %")
print("no test failed")
```

It prints:

```
INPUTS
relative permittivity            78
viscosity                        0.90 mPa s
temperature                      298 K
salt concentration               1.0 mol/m^3
field along slit                 10 kV/m
zeta potential                   -20 mV
LINEAR THEORY, K = h/lam
K                                2.0
thermal voltage kT/e             25.68 mV
e|zeta|/kT                       0.779
Debye length                     9.59 nm
slit width                       38.3 nm
tanh K                           0.9640
cosh K                           3.7622
mean potential / zeta            0.4820
mean velocity / slip velocity    0.5180
same, numerical force balance    0.5180
midplane velocity / slip vel.    0.7342
slip velocity                    153.5 um/s
midplane velocity                112.7 um/s
mean velocity                    79.5 um/s
flow per breadth, true           3.05 um^2/s
flow per breadth, slip formula   5.89 um^2/s
slip error relative to true flow 93.1 %
shortfall relative to slip flow  48.2 %
width for 5 % error              42 Debye lengths
numerical error at that width    5.00 %
width for 1 % error              202 Debye lengths
width for 5 % error, here        403 nm
width for 1 % error, here        1.94 um
NONLINEAR POISSON-BOLTZMANN, same K
zeta = -20 mV: e|zeta|/kT 0.779
  midplane potential / zeta      0.2614
  mean velocity / slip velocity  0.5228
  slip velocity                  153.5 um/s
  mean velocity                  80.2 um/s
  slip error rel. to true flow   91.3 %
zeta = -50 mV: e|zeta|/kT 1.947
  midplane potential / zeta      0.2414
  mean velocity / slip velocity  0.5455
  slip velocity                  383.7 um/s
  mean velocity                  209.3 um/s
  slip error rel. to true flow   83.3 %
zeta = -100 mV: e|zeta|/kT 3.894
  midplane potential / zeta      0.1943
  mean velocity / slip velocity  0.6058
  slip velocity                  767.4 um/s
  mean velocity                  464.9 um/s
  slip error rel. to true flow   65.1 %
no test failed
```
